**Numerical tests of transmission between two different chains**

The program tests the band-centre result $T=4x/(1+x)^2$ with $x=t_c^2/(t_1t_2)$, where $t_1$ and $t_2$ are the chain hoppings and $t_c$ is the joining bond. For 200 random junctions it solves the Schrödinger equation on a window of sites and asserts that the reflected and transmitted fractions agree with the derived formulas, both at the band centre and at other energies. A numerical search asserts that the best bond is $\sqrt{t_1t_2}$ at four energies; for hoppings of 2 and 1 eV it finds 1.4142 eV each time. Wave packets propagated on a 1200-site junction are asserted to transmit the fraction given by averaging the formula over their wavenumbers. The thermal loss at 300 K is asserted to agree with its leading-order estimate within 2%, and the output gives about $3.4\times10^{-5}$. A Green-function calculation asserts total transmission 5 for a five-chain strip with scaled sideways hoppings. The output shows this total falling to 4.63 when the sideways hoppings are not scaled, and to 3.83 when they are scaled but one side is raised by 0.5 eV.

## Numerical verification

```python
"""Transmission through a bond joining two different semi-infinite chains.

Result under test: with equal onsite energies, hoppings t1 (left) and t2
(right) and joining bond tc, the band-centre transmission is
    T = 4 x / (1 + x)^2,   x = tc^2 / (t1 t2),
which equals one exactly when tc^2 = t1 t2.  At other energies
    T = 4 sin k1 sin k2 / (x + 1/x - 2 cos(k1 + k2)),  E = -2 t_j cos k_j.
Energies are in eV; H has matrix elements -t between neighbours.
r, tau: reflected and transmitted amplitudes; R = |r|^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar


def scatter(E, t1, t2, tc, e2=0.0, u=0.0):
    """Solve the Schroedinger equation on a window; return T, R, r, tau.

    e2 is the onsite energy of the right chain, u an extra onsite energy
    on both interface sites. Waves are matched deep inside each chain.
    """
    k1 = np.sign(t1) * np.arccos(-E / (2 * t1))
    k2 = np.sign(t2) * np.arccos((e2 - E) / (2 * t2))
    sites = np.arange(-3, 5)
    onsite = np.where(sites <= 0, 0.0, e2)
    onsite = onsite + np.where((sites == 0) | (sites == 1), u, 0.0)
    bonds = [t1, t1, t1, tc, t2, t2, t2]
    A = np.zeros((10, 10), complex)
    b = np.zeros(10, complex)
    for i in range(1, 7):
        A[i - 1, i] = onsite[i] - E
        A[i - 1, i - 1] = -bonds[i - 1]
        A[i - 1, i + 1] = -bonds[i]
    for row, i in ((6, 0), (7, 1)):
        A[row, i] = 1
        A[row, 8] = -np.exp(-1j * k1 * sites[i])
        b[row] = np.exp(1j * k1 * sites[i])
    for row, i in ((8, 6), (9, 7)):
        A[row, i] = 1
        A[row, 9] = -np.exp(1j * k2 * (sites[i] - 1))
    r, tau = np.linalg.solve(A, b)[8:]
    T = t2 * np.sin(k2) / (t1 * np.sin(k1)) * abs(tau) ** 2
    return T, abs(r) ** 2, r, tau


def formula_T(E, t1, t2, tc):
    k1, k2 = np.arccos(-E / (2 * t1)), np.arccos(-E / (2 * t2))
    x = tc**2 / (t1 * t2)
    return 4 * np.sin(k1) * np.sin(k2) / (x + 1 / x - 2 * np.cos(k1 + k2))


def centre_T(t1, t2, tc):
    x = tc**2 / (t1 * t2)
    return 4 * x / (1 + x) ** 2


# Formulas against the directly solved scattering problem.
rng = np.random.default_rng(4)
for _ in range(200):
    a, b, c = rng.uniform(0.3, 3.0, 3)
    E = rng.uniform(-1.9, 1.9) * min(a, b)
    T, R, r, tau = scatter(E, a, b, c)
    assert abs(T + R - 1) < 1e-10
    assert abs(T - formula_T(E, a, b, c)) < 1e-10
    k1, k2 = np.arccos(-E / (2 * a)), np.arccos(-E / (2 * b))
    x = c**2 / (a * b)
    R_formula = ((1 + x**2 - 2 * x * np.cos(k1 - k2))
                 / (1 + x**2 - 2 * x * np.cos(k1 + k2)))
    assert abs(R - R_formula) < 1e-10
    T, R, r, tau = scatter(0.0, a, b, c)
    assert abs(T - centre_T(a, b, c)) < 1e-10
    assert abs(r - (1 - x) / (1 + x)) < 1e-10
    assert abs(tau - 2j * a * c / (c**2 + a * b)) < 1e-10
    assert abs(T - scatter(0.0, a, b, a * b / c)[0]) < 1e-10

# Example parameters: rough bandwidths of 8 eV and 4 eV.
t1, t2 = 2.0, 1.0
tc_match = np.sqrt(t1 * t2)
assert abs(scatter(0.0, t1, t2, tc_match)[0] - 1) < 1e-12
for s2 in (1, -1):
    for sc in (1, -1):
        assert abs(scatter(0.0, t1, s2 * t2, sc * tc_match)[0] - 1) < 1e-12

# The best bond, found numerically, is the same at every energy.
best_bonds = []
for E in (0.0, 0.5, 1.0, 1.5):
    found = minimize_scalar(lambda c: -scatter(E, t1, t2, c)[0],
                            bounds=(0.2, 4.0), method="bounded",
                            options={"xatol": 1e-8})
    best_bonds.append(found.x)
    assert abs(found.x - tc_match) < 1e-5
    if E > 0:
        assert -found.fun < 1 - 1e-3

# Loss near the centre for the matched bond.
curvature = (1 / t1 - 1 / t2) ** 2 / 16
E_small = 0.02
loss_small = scatter(E_small, t1, t2, tc_match)[1]
assert abs(loss_small / (curvature * E_small**2) - 1) < 1e-3

# Wave packets on a long finite junction: 600 sites on each side.
half, width, start = 600, 40.0, -250
site = np.arange(-half + 1, half + 1)
packet = np.exp(-((site - start) ** 2) / (4 * width**2) + 0.5j * np.pi * site)
packet /= np.linalg.norm(packet)
time = 2 * abs(start) / (2 * t1)          # in units of hbar/eV
time_fs = time * const.hbar / const.e * 1e15


def packet_fraction(tc):
    off = np.where(site[:-1] < 0, -t1, -t2).astype(float)
    off[site[:-1] == 0] = -tc
    energy, modes = eigh_tridiagonal(np.zeros(2 * half), off)
    final = modes @ (np.exp(-1j * energy * time) * (modes.T @ packet))
    return np.sum(abs(final[site >= 1]) ** 2)


def packet_expected(tc):
    k = np.pi / 2 + np.linspace(-8, 8, 4001) / (2 * width)
    weight = np.exp(-2 * width**2 * (k - np.pi / 2) ** 2)
    values = formula_T(-2 * t1 * np.cos(k), t1, t2, tc)
    return np.sum(weight * values) / np.sum(weight)


packets = {}
for name, tc in (("matched", tc_match), ("tc = t1", t1), ("tc = 0.5 eV", 0.5)):
    packets[name] = (packet_fraction(tc), packet_expected(tc))
    assert abs(packets[name][0] - packets[name][1]) < 2e-6

# Thermal average of the matched transmission at 300 K.
temperature = 300.0
kT = const.k * temperature / const.e
thermal_loss = quad(
    lambda y: (1 - formula_T(y * kT, t1, t2, tc_match))
    / (4 * np.cosh(y / 2) ** 2), -35, 35, epsabs=1e-12, limit=200)[0]
thermal_series = np.pi**2 / 3 * kT**2 * curvature
assert abs(thermal_loss / thermal_series - 1) < 0.02


# Several parallel chains coupled sideways: matrix Green functions.
def surface_green(E, layer, t):
    """Retarded surface function by averaged fixed-point iteration."""
    one = np.eye(len(layer))
    g = -1j * one / abs(t)
    for _ in range(1500):
        g = 0.5 * (g + np.linalg.inv(E * one - layer - t**2 * g))
    error = g @ (E * one - layer - t**2 * g) - one
    assert np.max(abs(error)) < 1e-9
    return g


def strip_T(side1, side2, offset, chains=5):
    """Total T at E = 0; side1 and side2 are the sideways hoppings."""
    link = np.eye(chains, k=1) + np.eye(chains, k=-1)
    layer1 = -side1 * link
    layer2 = -side2 * link + offset * np.eye(chains)
    sigma1 = tc_match**2 * surface_green(0.0, layer1, t1)
    sigma2 = t2**2 * surface_green(0.0, layer2, t2)
    G = np.linalg.inv(-layer2 - sigma1 - sigma2)
    gamma1 = 1j * (sigma1 - sigma1.conj().T)
    gamma2 = 1j * (sigma2 - sigma2.conj().T)
    return np.trace(gamma1 @ G @ gamma2 @ G.conj().T).real


offset = 0.5
strip_scaled = strip_T(t1, t2, 0.0)
strip_unscaled = strip_T(t2, t2, 0.0)
strip_offset = strip_T(t1, t2, offset)
assert abs(strip_scaled - 5) < 1e-8
assert strip_unscaled < 5 - 1e-3
assert strip_offset < 5 - 1e-3
offset_T = scatter(0.0, t1, t2, tc_match, e2=offset)[0]
shift_T = scatter(0.0, t1, t2, tc_match, u=offset)[0]
assert offset_T < 1 - 1e-3 and shift_T < 1 - 1e-3
assert abs(strip_T(0.0, 0.0, offset, chains=1) - offset_T) < 1e-8

G0 = 2 * const.e**2 / const.h
print(f"left hopping t1 = {t1:.3f} eV, bandwidth = {4*t1:.1f} eV")
print(f"right hopping t2 = {t2:.3f} eV, bandwidth = {4*t2:.1f} eV")
print(f"matched bond sqrt(t1 t2) = {tc_match:.4f} eV")
print(f"centre velocity ratio v1/v2 = {t1/t2:.3f} (sites per time)")
print(f"conductance quantum 2e^2/h = {G0*1e6:.3f} microsiemens")
print(f"resistance of one perfect channel = {1/G0:.1f} ohm")
print("Band centre: tc (eV), x, r, T, conductance (microsiemens)")
for tc in (0.5, t2, tc_match, t1, 4.0):
    T, R, r, tau = scatter(0.0, t1, t2, tc)
    print(f"  {tc:.4f}  {tc**2/(t1*t2):.4f}  {r.real:+.4f}  {T:.4f}"
          f"  {T*G0*1e6:.3f}")
print("Matched bond: E (eV), T, 1-T, quadratic estimate of 1-T")
for E in (0.0, 0.1, 0.5, 1.0, 1.5):
    T, R, r, tau = scatter(E, t1, t2, tc_match)
    print(f"  {E:.1f}  {T:.5f}  {R:.5f}  {curvature*E**2:.5f}")
print("Best bond found numerically at E = 0, 0.5, 1.0, 1.5 eV:")
print("  " + ", ".join(f"{v:.4f}" for v in best_bonds) + " eV")
print(f"packet width = {width:.0f} sites, run time = {time_fs:.1f} fs")
print("Packet: bond, transmitted fraction, formula average")
for name, (actual, expected) in packets.items():
    print(f"  {name}: {actual:.6f}, {expected:.6f}")
print(f"thermal energy at {temperature:.0f} K = {kT:.5f} eV")
print(f"thermal loss of T: integral {thermal_loss:.3e},"
      f" series {thermal_series:.3e}")
for factor in (0.9, 1.1):
    loss = scatter(0.0, t1, t2, factor * tc_match)[1]
    print(f"loss when tc is {factor:.1f} of matched value = {loss:.5f}")
print(f"T with right chain raised by {offset:.1f} eV = {offset_T:.4f}")
print(f"T with both interface sites raised by {offset:.1f} eV = {shift_T:.4f}")
print("Five-chain strip, matched bonds, total T at E = 0:")
print(f"  sideways hoppings {t1:.1f} and {t2:.1f} eV: {strip_scaled:.4f}")
print(f"  sideways hoppings {t2:.1f} and {t2:.1f} eV: {strip_unscaled:.4f}")
print(f"  hoppings {t1:.1f} and {t2:.1f} eV, right side raised by"
      f" {offset:.1f} eV: {strip_offset:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
left hopping t1 = 2.000 eV, bandwidth = 8.0 eV
right hopping t2 = 1.000 eV, bandwidth = 4.0 eV
matched bond sqrt(t1 t2) = 1.4142 eV
centre velocity ratio v1/v2 = 2.000 (sites per time)
conductance quantum 2e^2/h = 77.481 microsiemens
resistance of one perfect channel = 12906.4 ohm
Band centre: tc (eV), x, r, T, conductance (microsiemens)
  0.5000  0.1250  +0.7778  0.3951  30.610
  1.0000  0.5000  +0.3333  0.8889  68.872
  1.4142  1.0000  -0.0000  1.0000  77.481
  2.0000  2.0000  -0.3333  0.8889  68.872
  4.0000  8.0000  -0.7778  0.3951  30.610
Matched bond: E (eV), T, 1-T, quadratic estimate of 1-T
  0.0  1.00000  0.00000  0.00000
  0.1  0.99984  0.00016  0.00016
  0.5  0.99580  0.00420  0.00391
  1.0  0.97871  0.02129  0.01562
  1.5  0.92073  0.07927  0.03516
Best bond found numerically at E = 0, 0.5, 1.0, 1.5 eV:
  1.4142, 1.4142, 1.4142, 1.4142 eV
packet width = 40 sites, run time = 82.3 fs
Packet: bond, transmitted fraction, formula average
  matched: 0.999961, 0.999961
  tc = t1: 0.888819, 0.888819
  tc = 0.5 eV: 0.394962, 0.394962
thermal energy at 300 K = 0.02585 eV
thermal loss of T: integral 3.444e-05, series 3.435e-05
loss when tc is 0.9 of matched value = 0.01102
loss when tc is 1.1 of matched value = 0.00903
T with right chain raised by 0.5 eV = 0.9839
T with both interface sites raised by 0.5 eV = 0.9808
Five-chain strip, matched bonds, total T at E = 0:
  sideways hoppings 2.0 and 1.0 eV: 5.0000
  sideways hoppings 1.0 and 1.0 eV: 4.6333
  hoppings 2.0 and 1.0 eV, right side raised by 0.5 eV: 3.8346
ALL CHECKS PASSED
```
